# The Slope of the Fixed-Spin-Moment Energy as a Fermi-Level Difference

## Two rigid bands

Take a metal in which each spin direction has a constant density of states $g$ per atom, starting at energy zero. Let $N_\uparrow$ and $N_\downarrow$ be the numbers of electrons per atom, and define

$$N=N_\uparrow+N_\downarrow,\qquad M=N_\uparrow-N_\downarrow .$$

With an electron $g$ factor of 2, $M$ is the spin moment in units of $\mu_B$. "Up" denotes the direction of the moment. A fixed-spin-moment calculation prescribes both $N$ and $M$, and so fills each spin channel to its own Fermi level.

At zero temperature a channel filled to $\mu$ holds $N_s=g\mu$ electrons, with energy $\int_0^{\mu}g\,\varepsilon\,d\varepsilon=g\mu^2/2=N_s^2/(2g)$. Add an exchange energy $-IM^2/4$. Since $N_\uparrow^2+N_\downarrow^2=(N^2+M^2)/2$,

$$E(M)=\frac{N^2+M^2}{4g}-\frac{I M^2}{4},\qquad
\frac{dE}{dM}=\frac{M}{2g}-\frac{IM}{2}.$$

The exchange energy also shifts the levels. Its derivative with respect to $N_\uparrow$ is $-IM/2$, and with respect to $N_\downarrow$ it is $+IM/2$. The Fermi levels are therefore

$$\mu_\uparrow=\frac{N_\uparrow}{g}-\frac{IM}{2},\qquad
\mu_\downarrow=\frac{N_\downarrow}{g}+\frac{IM}{2},$$

and half their difference is

$$\frac{\mu_\uparrow-\mu_\downarrow}{2}=\frac{M}{2g}-\frac{IM}{2}=\frac{dE}{dM}.$$

The half arises because turning over one spin costs $\mu_\uparrow-\mu_\downarrow$ but changes $M$ by 2. For $M>0$ the slope is negative when $Ig>1$, which is the Stoner condition for this model: the energy then falls as the moment grows.

The sum of the occupied eigenvalues would give a different slope. It contains the level shifts in full,

$$\sum_{\rm occ}\varepsilon=\frac{N^2+M^2}{4g}-\frac{IM}{2}(N_\uparrow-N_\downarrow)=\frac{N^2+M^2}{4g}-\frac{IM^2}{2},$$

so its derivative is $M/(2g)-IM$. It counts the interaction twice. The Fermi levels give the derivative of the total energy without any such correction. The question is whether this survives when orbitals change shape and charge moves between them.

## The functional and its stationary states

Consider collinear spins, fixed nuclei and no spin-orbit coupling, so that every orbital $\psi_{is}$ belongs to one spin $s$. Let $f_{is}$ be its occupation, between 0 and 1. For a crystal, $i$ includes the wave vector, and sums are taken per cell. The free energy is

$$A=E-TS,\qquad E=\sum_{is}f_{is}\langle\psi_{is}|h_0|\psi_{is}\rangle+F[n_\uparrow,n_\downarrow],$$

$$n_s=\sum_i f_{is}|\psi_{is}|^2,\qquad
S=-k_B\sum_{is}\big[f_{is}\ln f_{is}+(1-f_{is})\ln(1-f_{is})\big].$$

Here $h_0$ holds the kinetic energy and the potential of the nuclei, and $F$ holds the Hartree, exchange and correlation energies. The argument needs $F$ to be differentiable, with $v_s=\delta F/\delta n_s$; it does not need $F$ to be quadratic. Write $H_s=h_0+v_s$.

A general small change of orbitals and occupations gives

$$\delta E=\sum_{is}\delta f_{is}\langle\psi_{is}|h_0|\psi_{is}\rangle
+\sum_{is}f_{is}\big(\langle\delta\psi_{is}|h_0|\psi_{is}\rangle+{\rm c.c.}\big)
+\sum_s\int v_s\,\delta n_s .$$

The density change has one part from $\delta f$ and one from $\delta\psi$. Inserting both turns $h_0$ into $H_s$ in each term:

$$\delta E=\sum_{is}\delta f_{is}\langle\psi_{is}|H_s|\psi_{is}\rangle
+\sum_{is}f_{is}\big(\langle\delta\psi_{is}|H_s|\psi_{is}\rangle+{\rm c.c.}\big).\tag{1}$$

**Orbitals.** Keep the occupations fixed and mix two orbitals of the same spin by $\delta\psi_i=\eta\psi_j$, $\delta\psi_j=-\eta^*\psi_i$, which preserves orthonormality to first order. The second sum in (1) becomes

$$\delta E=(f_i-f_j)\big(\eta^*\langle\psi_j|H_s|\psi_i\rangle+{\rm c.c.}\big).$$

At a stationary point this vanishes for every complex $\eta$, so $H_s$ has no matrix element between orbitals of different occupation. Orbitals of equal occupation may be rotated among themselves without changing $n_s$ or $E$, and can be chosen to diagonalize $H_s$. Hence

$$H_s\psi_{is}=\varepsilon_{is}\psi_{is}.\tag{2}$$

**Occupations.** From the entropy,

$$-T\frac{\partial S}{\partial f_{is}}=k_BT\ln\frac{f_{is}}{1-f_{is}} .$$

With $N_\uparrow$ and $N_\downarrow$ fixed separately, there is one Lagrange multiplier per spin. Stationarity of $A-\sum_s\mu_s\big(\sum_i f_{is}-N_s\big)$ gives

$$\varepsilon_{is}+k_BT\ln\frac{f_{is}}{1-f_{is}}=\mu_s
\quad\Longrightarrow\quad
f_{is}=\frac{1}{e^{(\varepsilon_{is}-\mu_s)/k_BT}+1}.\tag{3}$$

The multiplier $\mu_s$ is thus the Fermi level of spin $s$.

Let $A(N,M)$ be the value of $A$ at such a self-consistent solution. The claim is that, along a smooth branch of solutions,

$$\boxed{\left(\frac{\partial A}{\partial M}\right)_N=\frac{\mu_\uparrow-\mu_\downarrow}{2}}\tag{4}$$

At $T=0$, $A$ is the energy $E$, and (4) holds for a metal whose two Fermi levels both lie among partly filled bands.

## First derivation: transferring electrons

Compare two neighbouring self-consistent solutions, with slightly different $N_\uparrow$ and $N_\downarrow$. Equation (1) applies to their difference. By (2), its orbital term is

$$\sum_{is}f_{is}\varepsilon_{is}\big(\langle\delta\psi_{is}|\psi_{is}\rangle+{\rm c.c.}\big)
=\sum_{is}f_{is}\varepsilon_{is}\,\delta\langle\psi_{is}|\psi_{is}\rangle=0,$$

because the orbitals stay normalized. What remains is

$$dE=\sum_{is}\varepsilon_{is}\,df_{is}.\tag{5}$$

The potentials and orbitals do change between the two solutions, but this costs nothing at first order. Adding the entropy and using (3),

$$dA=\sum_{is}\Big(\varepsilon_{is}+k_BT\ln\frac{f_{is}}{1-f_{is}}\Big)df_{is}
=\sum_s\mu_s\sum_i df_{is}=\mu_\uparrow dN_\uparrow+\mu_\downarrow dN_\downarrow.\tag{6}$$

At fixed $N$, the relations $N_\uparrow=(N+M)/2$ and $N_\downarrow=(N-M)/2$ give $dN_\uparrow=dM/2$ and $dN_\downarrow=-dM/2$. Substitution in (6) yields (4).

Two consequences follow. First, with thermal occupations the rule belongs to $A$. Since $E=A+TS$,

$$\left(\frac{\partial E}{\partial M}\right)_N=\frac{\mu_\uparrow-\mu_\downarrow}{2}+T\left(\frac{\partial S}{\partial M}\right)_N.\tag{7}$$

This matters whenever an artificial electronic temperature is used to smooth the occupations near the Fermi level. Secondly, the eigenvalue sum changes by

$$d\sum_{is}f_{is}\varepsilon_{is}=\sum_{is}\varepsilon_{is}\,df_{is}+\sum_s\int n_s\,dv_s ,\tag{8}$$

since first-order perturbation theory gives $d\varepsilon_{is}=\langle\psi_{is}|dv_s|\psi_{is}\rangle$. The last term is the double counting seen in the rigid bands.

### Zero temperature with a gap

Suppose that at $M=M_0$ both channels have completely filled levels separated by gaps from empty ones. Let $H$ mark the highest filled and $L$ the lowest empty level. To lower $M$, move $x$ electrons from $\varepsilon_\uparrow^H$ to $\varepsilon_\downarrow^L$. Equation (5) gives $dE=x(\varepsilon_\downarrow^L-\varepsilon_\uparrow^H)$, while $dM=-2x$. To raise $M$, move $x$ electrons from $\varepsilon_\downarrow^H$ to $\varepsilon_\uparrow^L$, with $dM=+2x$. Therefore

$$\frac{dE}{dM}\bigg|_{M_0^-}=\frac{\varepsilon_\uparrow^H-\varepsilon_\downarrow^L}{2},\qquad
\frac{dE}{dM}\bigg|_{M_0^+}=\frac{\varepsilon_\uparrow^L-\varepsilon_\downarrow^H}{2}.\tag{9}$$

The right slope exceeds the left by half the sum of the two gaps, so $E(M)$ has a kink. If the left slope is negative and the right slope positive, $M_0$ is a local minimum in $M$, although no unique pair of Fermi levels exists there. These expressions assume that $v_s$ itself does not jump at the integer filling, as is the case in the local spin-density approximation (LSDA).

A free nitrogen atom shows this. It was computed in LSDA with the cc-pVDZ Gaussian basis, and fractional $2p$ electrons were spread evenly over the three $p$ orbitals. At $M=3$ the up $2p$ shell is full and the down $2p$ shell empty. Finite differences of the total energy gave slopes of $-2.09$ eV on the left and $15.58$ eV on the right, and the level differences in (9) gave the same values. These numbers illustrate (9) and are not converged atomic properties. In the larger aug-cc-pVTZ basis the level differences give $-2.02$ eV on the left and $8.10$ eV on the right, the latter being most sensitive because it uses a diffuse empty level, and the $M=2$ value quoted next becomes $-1.355$ eV. At $M=2$, where both $2p$ shells are partly filled, the energy derivative and half the level difference were both $-1.384$ eV.

## Second derivation: holding the moment with a field

Now let the electrons choose $M$ themselves, with one common Fermi level $\mu$, in a magnetic field $B$ that acts on the spins. The field adds $-bM$ to the energy, where $b=\mu_BB$ is positive if it favours up. Let $X$ stand for all orbitals and occupations, and define

$$\mathcal G[X;b]=A[X]-bM[X]$$

at fixed $N$. Let $X(b)$ be a stationary state and $G(b)=\mathcal G[X(b);b]$.

When $b$ changes, $G$ changes through $X(b)$ and through the explicit $b$. The first contribution vanishes because $\mathcal G$ is stationary against every variation of $X$ that keeps $N$ and orthonormality. The second is $-M$. Hence

$$\frac{dG}{db}=-M(b).\tag{10}$$

The free energy without the field term is $A=G+bM$. Differentiating along the branch,

$$\frac{dA}{db}=-M+M+b\frac{dM}{db}=b\frac{dM}{db}.$$

Where $dM/db$ is finite and non-zero, division gives

$$\left(\frac{\partial A}{\partial M}\right)_N=b.\tag{11}$$

It remains to find $b$ from the fixed-moment calculation. In the field problem the occupation condition has one multiplier, and the field contributes $-b$ for up and $+b$ for down:

$$\varepsilon_{i\uparrow}+k_BT\ln\frac{f_{i\uparrow}}{1-f_{i\uparrow}}-b=\mu,\qquad
\varepsilon_{i\downarrow}+k_BT\ln\frac{f_{i\downarrow}}{1-f_{i\downarrow}}+b=\mu .$$

Here $\varepsilon_{is}$ is still the eigenvalue of $H_s$, without the field. The field is uniform, so it does not alter the orbitals at given $v_s$. These are the conditions (3) with

$$\mu_\uparrow=\mu+b,\qquad \mu_\downarrow=\mu-b.\tag{12}$$

A fixed-moment solution is therefore also a stationary solution in a field, and subtraction gives $b=(\mu_\uparrow-\mu_\downarrow)/2$. With (11), this is (4) again.

The slope thus has a physical meaning: it equals $b=\mu_BB$ for the field in which the chosen moment is stationary. At a smooth zero-field extremum $b=0$ and the two Fermi levels coincide. Let $K=(\partial^2A/\partial M^2)_N$. A smooth minimum with non-zero curvature has $K>0$, and a weak field then changes its moment by

$$\Delta M\simeq \frac{b}{K}.\tag{13}$$

Where $K<0$, the field solution is stationary, but it is not a minimum of $\mathcal G$; a system free to change $M$ would leave it. Fixing $M$ removes this uniform instability, which is why the method can trace $A(M)$ between a non-magnetic and a magnetic state in a cell with one magnetic site. It does not remove non-uniform ones: where $K<0$, a larger cell can lower $A$ at the same total $M$ by letting the moment vary from place to place. In the model below, the mean of $A(0.5)$ and $A(1.5)$ lies $0.018$ eV below $A(1.0)$, and the state at $M=1$ is unstable to long-wave modulations of the moment.

## What each derivation assumes

Both derivations need a differentiable functional, self-consistent solutions and a smooth branch. If the calculation jumps to another solution as $M$ is varied, for instance to another orbital order, a finite difference across the jump has no relation to (4).

The first derivation follows the branch as a function of $M$. It does not require $K\ne0$ and gives the stronger statement (6), with a separate derivative for each spin. It also supplies the one-sided slopes (9). Its cost is that it needs orbitals, eigenvalues and the cancellation leading to (5).

The second follows the branch as a function of $b$. Since $dM/db=1/K$, it breaks down at isolated points where $K=0$, and the slope there must be obtained by continuity. At a zero-temperature kink it fails in the opposite way: $M$ stays constant while $b$ runs between the two slopes in (9), so $dM/db=0$ and $b$ is not unique. In return, (10) and (11) use no eigenvalues. Orbitals enter when $b$ is identified with the Fermi levels.

This difference shows what spin-orbit coupling destroys. Orbitals then mix up and down, and separate Fermi levels for the two spins lose their meaning. Equation (11) can still be used, with $b$ as the field needed to constrain the spin moment, but (12) no longer follows.

## A model bcc ferromagnet

The example is a bcc crystal with one $s$ and five $d$ orbitals per atom, hopping to first and second neighbours, and $N=8$. With $n_d$ and $m_d$ the number and spin imbalance of the $d$ electrons, the interaction is

$$F=\frac U2(n_d-7)^2-\frac I4m_d^2,\qquad U=3.00\ {\rm eV},\quad I=0.95\ {\rm eV}.$$

Its derivatives shift the $d$ levels by $U(n_d-7)\mp Im_d/2$, with the upper sign for up. Charge can move between $s$ and $d$ as $M$ changes, so the bands are not rigid. The electronic temperature is $k_BT=0.050$ eV. The hopping energies are listed in the numerical output below. The wave-vector mesh has spacing $2\pi/(12a)$. The rule (4) holds on any fixed mesh, but the last digits shown are those of this mesh: on denser ones the half difference becomes $-0.324$ eV at $M=2.0$, and at $M=2.5$ it becomes $1.59$ eV with $\mu_\uparrow=5.87$ eV.

| $M$ | $A-A(0.5)$ (eV) | $\mu_\uparrow$ (eV) | $\mu_\downarrow$ (eV) | half difference (eV) |
|---|---|---|---|---|
| 0.5 | 0.000 | 2.365 | 2.655 | −0.145 |
| 1.0 | −0.101 | 2.288 | 2.780 | −0.246 |
| 1.5 | −0.237 | 2.288 | 2.883 | −0.298 |
| 2.0 | −0.396 | 2.328 | 2.979 | −0.326 |
| 2.5 | −0.204 | 5.822 | 2.689 | 1.567 |

At $M=2$ the Fermi levels give

$$\frac{2.3279-2.9792}{2}\ {\rm eV}=-0.3256\ {\rm eV}.$$

A finite difference of the self-consistent free energy gives $-0.3256$ eV as well. Changing $N_\uparrow$ alone gives a derivative of $2.3279$ eV, equal to $\mu_\uparrow$ at this precision, as (6) requires.

The rule can also be read in integrated form. Simpson's rule applied to the first three slopes gives

$$\frac{0.5}{3}\big[-0.1451-4(0.2458)-0.2976\big]\ {\rm eV}=-0.238\ {\rm eV},$$

against a free-energy difference of $-0.237$ eV between $M=0.5$ and $M=1.5$.

The first-order cancellation was tested by freezing the potentials at their $M=2$ values, refilling the levels for nearby $M$, and evaluating $A$ from the resulting density. The slope remained $-0.3256$ eV. The frozen free energy lay above the relaxed one by $3.62\ \mu$eV for $\Delta M=0.02$ and by $14.46\ \mu$eV for $\Delta M=0.04$. Doubling the step multiplies the excess by four, as a second-order effect must.

Two other quantities have different slopes at $M=2$. The energy without the entropy term has $dE/dM=-0.351$ eV, so by (7) $T\,dS/dM=-0.025$ eV, about 8% of the slope of $A$ in magnitude. Halving the mesh spacing changes these values to $-0.345$ eV and $-0.021$ eV, about 7%. The eigenvalue sum has slope $-1.339$ eV. By (8), the double-counting term is $-1.339+0.351=-0.989$ eV from the unrounded values. The rigid-band estimate $-IM/2=-0.95$ eV is close; it leaves out the charge term and the difference between $m_d$ and $M$. The charge term is sensitive to the mesh, and halving the mesh spacing moves the double-counting term to about $-1.05$ eV and the slope of the eigenvalue sum to about $-1.40$ eV.

### Equilibrium and response to a field

The half difference changes sign between $M=2.0$ and $2.5$. The Fermi levels meet at $2.970$ eV for $M=2.212$, where a difference over $\pm0.002$ in $M$ gives $K=7.46$ eV. On denser meshes $M$ settles at $2.211$ and $K$ lies between $6.8$ and $7.1$ eV, so $K\approx7$ eV is all that is converged. This curvature is large, and the occupations suggest why. The exchange splitting there is $Im_d=2.146$ eV, so $m_d=2.258$; with $n_d=7.495$, the up $d$ shell holds $(7.495+2.258)/2=4.88$ of its five electrons. Further up electrons go into hybridized states, about half $s$ and half $d$, whose density is only $D_\uparrow\approx0.035$ per eV and atom on this mesh. So $\mu_\uparrow$ rises steeply, as the table shows, and $1/(4D_\uparrow)\approx7$ eV accounts for most of $K$.

In a field of 10 T, $b=0.579$ meV, and (13) predicts

$$\Delta M\simeq\frac{5.79\times10^{-4}}{7.46}=7.76\times10^{-5}.$$

A separate calculation with a common Fermi level and the field present gives $7.94\times10^{-5}$, which is 2.4% larger than the prediction. A fixed-moment calculation at the new $M$ returns a slope of $0.579$ meV, equal to $b$. The prediction uses a value of $K$ averaged over $\pm0.002$ in $M$, which reaches about 25 times further than the response itself. The local curvature on the same mesh is $7.27$ eV and predicts $7.97\times10^{-5}$, within 0.3% of the field calculation.

For comparison, the slope at $M=2$ corresponds to $-5.6\times10^3$ T. Exchange energies of tenths of an eV are far beyond the reach of laboratory fields, whereas fixing $M$ in the calculation explores them directly.

### Comparison with iron

Iron and its alloys serve as electrodes in magnetic memory cells, and the moment of bulk iron is roughly $2.2\,\mu_B$ per atom. The model's $2.21\,\mu_B$ is close, but the parameters are round and the $p$ orbitals are missing, so the agreement does not validate the model. In particular, real iron has more unfilled up $d$ states near the Fermi level than this model, and its measured high-field susceptibility corresponds to roughly $5\times10^{-3}\,\mu_B$ per atom in 10 T. Much of this is orbital response, which $K$ does not describe; coupling the field to the $d$ orbital moment gives about $2\times10^{-3}\,\mu_B$ in this model itself. A spin part of order $10^{-3}\,\mu_B$ remains, so $K$ is probably too large here by a factor of ten or more.

To first order, lowering the electronic temperature to 300 K shifts the moment by $0.001\,\mu_B$, a denser wave-vector mesh by $0.002\,\mu_B$, and raising $I$ by $0.02$ eV by $0.002\,\mu_B$. Each estimate is the slope of the changed model at the old moment, divided by $-K$. Only the bound of about $0.002\,\mu_B$ is reliable: the mesh shift changes sign to $-0.0015\,\mu_B$ on still denser meshes, where the temperature shift falls below $0.001\,\mu_B$. The shifts are small because $K$ is large, so they do not carry over to iron. Spin-orbit mixing is of relative order $(\xi/Im_d)^2\approx8\times10^{-4}$ for a rough coupling $\xi=0.06$ eV. That estimate concerns the spin moment. The coupling also induces an orbital moment at first order in $\xi$, about $0.1\,\mu_B$ in this model, which is part of the measured moment of iron but not of $M$.

The largest of the effects on the spin moment sized here for the model is thermal. A device at room temperature does not keep its spins collinear. Each spin wave lowers $M$ by 2, and for energies $Dq^2$ and atomic volume $V$ the Bose distribution gives a loss per atom of

$$2V\!\int\!\frac{d^3q}{(2\pi)^3}\frac{1}{e^{Dq^2/k_BT}-1}=2\,\zeta(3/2)\,V\left(\frac{k_BT}{4\pi D}\right)^{3/2}.$$

With the rough values $D=0.28$ eV Å$^2$ and a lattice constant of $2.87$ Å, this is $0.039\,\mu_B$ at 300 K, or 1.8% of the model's moment. This is the value for a bulk crystal. In a film 1 to 2 nm thick, as used for electrodes, the waves are quantized across the film, and the same $D$ with a gap equivalent to 0.1 to 1 T gives $0.06$ to $0.14\,\mu_B$. The fixed-moment curve describes changes in the length of a collinear moment, and this loss has to be added from outside it.

## Computed values

```
Model: N=8, d reference=7 per atom
U=3.00 eV, I=0.95 eV, kT=0.050 eV
s level above bare d level: 6.0 eV
1st shell ss,sd,dds,ddp,ddd (eV): -1.1 -0.9 -0.65 0.4 -0.05
2nd shell ss,sd,dds,ddp,ddd (eV): -0.4 -0.4 -0.35 0.1 0.0
M (mu_B) | A-A(M=0.5) | mu_up | mu_dn | slope (eV) | n_d
0.5   0.00000   2.36450   2.65475  -0.14512   7.5098
1.0  -0.10068   2.28837   2.77995  -0.24579   7.5090
1.5  -0.23660   2.28834   2.88343  -0.29755   7.5065
2.0  -0.39633   2.32794   2.97917  -0.32562   7.5056
2.5  -0.20370   5.82232   2.68856   1.56688   7.4087
3.0   0.99462   8.05719   2.03702   3.01009   7.2288
3.5   2.69499   8.81176   1.25326   3.77925   7.0325
M=1.0: dA/dM numeric -0.2457897 eV, half difference -0.2457897 eV
M=2.0: dA/dM numeric -0.3256173 eV, half difference -0.3256172 eV
M=2.0: dE/dM without entropy -0.350627 eV
M=2.0: d(eigenvalue sum)/dM -1.33936 eV
M=2.0: dA/dN_up 2.3279364 eV, mu_up 2.3279361 eV
M=2.0: frozen-potential slope -0.3256173 eV
Frozen minus relaxed A at dM=0.02, 0.04: 3.618, 14.457 micro-eV
Equilibrium moment 2.21238 mu_B, n_d 7.4950
Common Fermi level 2.97041 eV, A-A(M=0.5) -0.45297 eV
Curvature K 7.4608 eV per mu_B^2
Field 10 T: b 0.57884 meV, fixed-moment slope 0.57884 meV
Moment gain 7.943e-05 mu_B, b/K 7.758e-05 mu_B
Field equivalent of slope at M=2.0: -5625.4 T
First-order moment shift, electrons at 300 K: 0.0012 mu_B
First-order moment shift, k mesh 18 for 12: 0.0016 mu_B
First-order moment shift, I larger by 0.02 eV: 0.0021 mu_B
Rough inputs: a=2.87 A, D=0.28 eV A^2, xi=0.06 eV
Spin-wave moment loss at 300 K: 0.0389 mu_B
Exchange splitting 2.1455 eV, (xi/splitting)^2 7.82e-04
N atom M=2: dE/dM -1.38397 eV, half difference -1.38397 eV
N atom M=3 left slope -2.0925 eV, levels -2.0925 eV
N atom M=3 right slope 15.5766 eV, levels 15.5766 eV
```
